# The Zeldovich factor for ferroelectric nucleation, derived in two ways

## Definitions and conventions

A ferroelectric has polarization of magnitude $P$, and a field $E$ favours the reversed direction. A flat 180° wall already separates reversed from unreversed material. The wall advances by forming a terrace: a patch of newly reversed cells, one cell thick, lying on it. The size of the nucleus is the number $n$ of switched cells in the patch.

Let $G(n)$ be the free energy needed to make a terrace of $n$ cells at a given site of the wall. It rises to a smooth maximum $G^*=G(n^*)$ and then falls. Primes denote derivatives with respect to $n$, so $G''(n^*)<0$. Define

$$N_n=e^{-G(n)/kT},$$

the equilibrium number of terraces of size $n$ per site. Beyond the maximum $N_n$ grows again and is no real population; it serves there as a weight fixed by the rates.

A terrace gains one cell at rate $\beta_n$ and loses one at rate $\alpha_n$. Detailed balance ties the two together:

$$\beta_nN_n=\alpha_{n+1}N_{n+1}. \tag{1}$$

Single flipped cells are assumed to be in equilibrium with the wall, and sites are not used up. A terrace that reaches a large size $L$, where $G$ lies many $kT$ below $G^*$, is counted as nucleated and removed. The steady rate of such events per site is $J$. The result to be derived is

$$J=Z\,\beta(n^*)\,e^{-G^*/kT},\qquad Z=\sqrt{\frac{-G''(n^*)}{2\pi kT}}. \tag{2}$$

It holds to leading order when $G^*\gg kT$, the top of the barrier is many cells wide, and $\beta$ changes little across it. $Z$ is the Zeldovich factor.

## First derivation: diffusion in size

Let $f_n$ be the actual number of terraces of size $n$ per site. The net number passing from $n$ to $n+1$ per unit time is gains minus losses:

$$J=\beta_nf_n-\alpha_{n+1}f_{n+1}.$$

In the steady state this is the same for every $n$; otherwise some $f_n$ would change. Equation (1) gives $\alpha_{n+1}=\beta_nN_n/N_{n+1}$, so

$$J=\beta_nN_n\left(\frac{f_n}{N_n}-\frac{f_{n+1}}{N_{n+1}}\right). \tag{3}$$

If $f/N$ varies slowly from one cell to the next, the difference becomes a derivative:

$$J=-\beta N\frac{\partial}{\partial n}\!\left(\frac fN\right)
=-\beta\left(\frac{\partial f}{\partial n}-f\frac{N'}{N}\right)
=-\beta\left(\frac{\partial f}{\partial n}+\frac{G'}{kT}f\right). \tag{4}$$

The last step uses $N'/N=-G'/kT$. The first term is diffusion in size; the second is drift down the free-energy slope. The diffusion coefficient is $D=\beta$. This agrees with the random steps: in a short time $\delta t$ the variance of $n$ grows by $(\alpha+\beta)\,\delta t=2D\,\delta t$, and near the top $\alpha\approx\beta$ because $G$ is nearly level there.

Divide the first form of (4) by $\beta N$ and integrate over size. At the small end $f/N=1$, by the equilibrium of single cells. At $L$, $f/N=0$, because the terraces are removed. Hence

$$J\int\frac{dn}{\beta N}=-\int d\!\left(\frac fN\right)=1,
\qquad
\frac1J=\int\frac{e^{G(n)/kT}}{\beta(n)}\,dn. \tag{5}$$

The integrand is largest near $n^*$, where the first derivative of $G$ vanishes:

$$G(n)\approx G^*-\tfrac12|G''(n^*)|(n-n^*)^2.$$

Take $\beta$ at the top, and extend the limits to infinity because the tails contribute little:

$$\frac1J\approx\frac{e^{G^*/kT}}{\beta(n^*)}\int_{-\infty}^{\infty}
e^{-|G''(n^*)|y^2/2kT}\,dy
=\frac{e^{G^*/kT}}{\beta(n^*)}\sqrt{\frac{2\pi kT}{|G''(n^*)|}}.$$

The square root is $1/Z$, and inversion gives (2). Thus $1/Z$ is an effective width of the barrier top, in cells: the distance over which nuclei diffuse with little guidance from the slope.

The number $Z$ depends on how size is measured, but $J$ does not. With volume $V=vn$ as the variable, $v$ being the cell volume, $G''$ is divided by $v^2$, so $Z$ is divided by $v$. The diffusion coefficient is multiplied by $v^2$, and the equilibrium density per unit size is divided by $v$. The product of the three is unchanged.

## Second derivation: the chance of growing out

This route follows single terraces instead of a population. Let $q_n$ be the probability that a terrace now of size $n$ reaches $L$ before it shrinks back to one cell. Then $q_1=0$ and $q_L=1$.

The next step from $n$ is a gain with probability $\beta_n/(\alpha_n+\beta_n)$ and a loss with probability $\alpha_n/(\alpha_n+\beta_n)$. Therefore

$$(\alpha_n+\beta_n)q_n=\beta_nq_{n+1}+\alpha_nq_{n-1}.$$

Collecting terms gives

$$\beta_n(q_{n+1}-q_n)=\alpha_n(q_n-q_{n-1}).$$

Multiply by $N_n$ and use (1) in the form $\alpha_nN_n=\beta_{n-1}N_{n-1}$:

$$\beta_nN_n(q_{n+1}-q_n)=\beta_{n-1}N_{n-1}(q_n-q_{n-1}).$$

The left side is therefore independent of $n$. At $n=1$ it equals $\beta_1N_1q_2$. Here $\beta_1N_1$ is the rate at which single cells become pairs, and $q_2$ is the chance that such a pair grows out before returning. Their product is the nucleation rate, so for every $n$

$$J=\beta_nN_n(q_{n+1}-q_n). \tag{6}$$

It remains to find the gain $\Delta_n=q_{n+1}-q_n$ at the top. By (6), $\Delta_n$ is proportional to $1/(\beta_nN_n)$. With $\beta$ nearly constant and $G$ quadratic near $n^*$,

$$\Delta_n\approx\Delta^*e^{-|G''(n^*)|(n-n^*)^2/2kT}
=\Delta^*e^{-\pi Z^2(n-n^*)^2}.$$

All the gains together must carry $q$ from 0 to 1:

$$1=\sum_n\Delta_n\approx\Delta^*\int_{-\infty}^{\infty}e^{-\pi Z^2y^2}\,dy=\frac{\Delta^*}{Z}.$$

The sum may be replaced by an integral because the Gaussian is many cells wide. Hence $\Delta^*=Z$, and (6) at the top is again (2).

The Zeldovich factor is therefore the increase in the chance of growing out brought by one more cell at the top. It is not the chance that a critical nucleus survives. Adding the gains below size $n$, whose upper edge lies at $n-\tfrac12$ when the sum is read as an integral, gives near the top

$$q_n\approx\tfrac12\left[1+\operatorname{erf}\!\left(\sqrt\pi\,Z\,(n-\tfrac12-n^*)\right)\right],$$

which is close to one half at $n^*$.

## What each derivation assumes

Both use one size variable, single-cell steps without memory, detailed balance, and equilibrium of single cells. Both finally take a quadratic barrier top and a constant $\beta$.

The first also needs a steady population and a smooth $f/N$. Far from the top, where $G$ may change by more than $kT$ per cell, the derivative in (4) is a poor substitute for the difference. This does little harm in (5), because those sizes carry little weight when $G^*\gg kT$. What the route provides is a diffusion equation, which can also be used for changing populations near the top.

The second needs no diffusion equation, and (6) holds for discrete sizes and any barrier shape. It needs terraces that grow independently. It gives the meaning of $Z$ directly, but not how the population builds up in time.

The two are linked. By (3), $1-f_n/N_n$ satisfies the same equation as $q_n$, with the same end values, so

$$f_n=N_n(1-q_n).$$

At the top the population is about half its equilibrium value. That half is already contained in (2) and must not be applied again.

## The terrace on a wall

Take cubic cells of edge $t$ and volume $v=t^3$, and a square terrace. Reversing a cell changes its energy in the field from $+PEv$ to $-PEv$, a gain of $g=2PEv$. The front of the terrace replaces the wall area it covers, so the only new wall is its rim, of length $4t\sqrt n$ and height $t$. Between perfect squares this smooths a rim that really grows in steps. With wall energy $\sigma$ per area,

$$G(n)=a\sqrt n-gn,\qquad a=4t^2\sigma.$$

Setting $G'=a/(2\sqrt n)-g$ to zero gives $\sqrt{n^*}=a/2g$, and then

$$G^*=\frac{a^2}{2g}-\frac{a^2}{4g}=\frac{a^2}{4g}=gn^*.$$

The second derivative is $-a/(4n^{3/2})$. With $a=2g\sqrt{n^*}$ it becomes $-g/(2n^*)$ at the top, so

$$Z=\sqrt{\frac{g}{4\pi kTn^*}}=\frac1{n^*}\sqrt{\frac{G^*}{4\pi kT}}. \tag{7}$$

Cells join at the rim, so let $\beta=4w\sqrt n$, where $w$ is the flip rate per rim site. The width of the top relative to $n^*$ is $1/(Zn^*)=\sqrt{4\pi kT/G^*}$, which is not small even for a barrier of $20\,kT$. The approximations of constant $\beta$ and quadratic $G$ then look doubtful, but here the two together leave the integral unchanged, apart from exponentially small terms. Put $n=x^2$ in (5):

$$\frac1J=\int_0^\infty\frac{2x\,dx}{4wx}\,e^{(ax-gx^2)/kT}
=\frac{e^{G^*/kT}}{2w}\int_0^\infty e^{-g(x-x^*)^2/kT}\,dx,\qquad x^*=\sqrt{n^*}.$$

The exponent is quadratic without approximation. The lower limit, written as 0, is strictly $x=1$, the single cell. Extending it from there to $-\infty$ adds a fraction $\tfrac12\operatorname{erfc}[\sqrt{g/kT}\,(x^*-1)]$, which is smaller than $e^{-[G^*-G(1)]/kT}$ and about $10^{-6}$ in the example below. Then

$$J=2w\sqrt{\frac{g}{\pi kT}}\;e^{-G^*/kT},$$

which is the same as $Z\beta(n^*)e^{-G^*/kT}$ with (7). In the continuum model there is thus no correction in powers of $kT/G^*$.

At fixed $w$ the prefactor varies as $\sqrt E$, and $G^*$ as $1/E$. Hence

$$\frac{d\ln J}{d\ln E}=\frac{G^*}{kT}+\frac12.$$

The exponential has the form of Merz's law, $\exp(-\text{constant}/E)$; the Zeldovich factor and the joining rate together add only the slow factor $\sqrt E$.

## A compact nucleus in three dimensions

Other nuclei can have corrections in powers of $kT/G^*$. For a compact nucleus in the bulk let $G=cn^{2/3}-gn$ and $\beta\propto n^{2/3}$. The condition $G'=0$ gives $cn^{*2/3}=\tfrac32gn^*$, so $G^*=\tfrac12gn^*$. Then

$$G''(n^*)=-\tfrac29cn^{*-4/3}=-\frac{g}{3n^*}=-\frac{2G^*}{3n^{*2}},\qquad
Z=\frac1{n^*}\sqrt{\frac{G^*}{3\pi kT}}.$$

Write $B=G^*/kT$ and $n=n^*(1+s)^3$. Then $dn/\beta=3n^*ds/\beta(n^*)$, and the exponent is

$$B[3(1+s)^2-2(1+s)^3]=B(1-3s^2-2s^3).$$

Expand the cubic part: $e^{-2Bs^3}\approx1-2Bs^3+2B^2s^6$. Under the weight $e^{-3Bs^2}$ the odd term averages to zero, the mean of $s^2$ is $1/(6B)$, and the mean of $s^6$ is $15/(6B)^3$. So

$$\frac1J=\frac{e^{G^*/kT}}{Z\beta(n^*)}\left(1+\frac{5}{36B}+\dots\right).$$

For $B=40$ and $n^*=60$, numerical integration of (5) gives a correction of 0.00357, against 0.00347 from this term. The difference is small enough to come from the next order, $1/B^2\approx0.0006$.

## Worked example

Take $P=20$ µC/cm², $E=1$ MV/cm, $T=300$ K, $t=0.51$ nm and $\sigma=40$ mJ/m². One µC/cm² times one MV/cm is $6.2415\times10^{-3}$ eV/nm³, and one mJ/m² is the same number of eV/nm². Thus

$$g=2(20)(1)(0.51)^3(6.2415\times10^{-3})=0.0331\ \text{eV},$$
$$a=4(0.51)^2(40)(6.2415\times10^{-3})=0.260\ \text{eV}.$$

The critical terrace has $n^*=(a/2g)^2=15.4$ cells and a side of 2.0 nm. Its barrier is $G^*=gn^*=0.509$ eV, or $19.7\,kT$. Equation (7) gives

$$Z=\frac1{15.38}\sqrt{\frac{19.70}{4\pi}}=0.0814,\qquad \frac1Z=12.3\ \text{cells}.$$

With an assumed attempt frequency of $10^{12}$ s⁻¹ and flip barrier of 0.20 eV, $w=4.37\times10^8$ s⁻¹ and $\beta(n^*)=4w\sqrt{n^*}=6.85\times10^9$ s⁻¹. The rate per site is

$$J=(0.0814)(6.85\times10^9)(2.78\times10^{-9})=1.55\ \text{s}^{-1}.$$

A wall facet of 10 nm by 10 nm has 384 sites, so the mean wait for a nucleus is $1/(384\times1.55)$ s, or 1.7 ms. Without $Z$, the rate would be too high by a factor of 12.

As a test, the steady rate equations for sizes 1 to 80 were solved directly, without a continuum or a quadratic barrier. Their rate differs from (2) by a relative $2\times10^{-8}$. So close a match is special to the choice $\beta_n=4w\sqrt n$, with the whole free-energy step placed in the loss rate. If the step is split equally, $\beta_n=4w\sqrt{n+\tfrac12}\,e^{-[G(n+1)-G(n)]/2kT}$, detailed balance still holds and the rate exceeds (2) by 0.6%. A separate solution for the chance of growing out gives 0.428 at 15 cells and 0.510 at 16. The gain, 0.0822, is slightly above $Z$ because (6) was evaluated at $n=15$, where $\beta_n$ is about 1% smaller than at $n^*$.

The steady state is a fair assumption here: the slowest relaxation time of the size distribution is 3.8 ns, far below the wait.

**Higher field.** With the other parameters held fixed, $n^*$ falls to 3.8 cells at 2 MV/cm and 1.7 cells at 3 MV/cm. The rate equations then exceed the formula by 0.06% and 2.8% (by 7% and 39% with the equally split rates). This agreement does not make the result physical at 3 MV/cm. There, with $g$ still denoting the value at 1 MV/cm, a single flipped cell costs $a-3g=0.160$ eV, within $kT$ of the 0.170 eV barrier. By (6) at $n=1$, a pair then grows out with probability $q_2=J/(\beta_1N_1)\approx0.4$, against about $6\times10^{-6}$ at 1 MV/cm. Growth therefore removes single cells at a rate comparable with $\beta_1$. Their assumed equilibrium with the wall holds only if they flip back much faster than that; otherwise the first flip must be treated explicitly.

## Beside a real hafnia film

The polarization, field and cell size are roughly typical of ferroelectric hafnia films about 10 nm thick. The wall energy, attempt frequency and flip barrier are assumed values, and the wait depends strongly on them. Since $G^*\propto\sigma^2$ and the prefactor does not contain $\sigma$, a wall energy 10% higher raises the barrier by 21%, or $4.1\,kT$, and slows nucleation about sixtyfold. Real films also break the assumption of a uniform field: in the model, 10% more field raises the rate 6.3 times. The 1.7 ms is therefore a model wait for one facet, not a prediction of a capacitor's switching time. The field is a quarter of a rough breakdown field of 4 MV/cm.

Three simplifications in $G(n)$ matter more than any refinement of $Z$. First, the terrace ends that cross the polarization carry bound charge. Modelled as sharp strips of charge density $\pm2P$ in a uniform medium of relative permittivity 30, they account for 0.68 eV of the 1.02 eV rim cost at $n^*$. The self-energy of a strip grows as its length times a logarithm of that length, so the rim cost is not strictly proportional to $\sqrt n$. Keeping this dependence, with the total cost at 15.4 cells held fixed and the terrace kept square, moves the top to 29 cells, raises $G^*$ to 0.564 eV, lowers $Z$ to 0.052 and cuts the rate to about a tenth.

Second, the rim need not be straight. If a jump of $h$ cells between neighbouring columns costs $|h|a/4$, summing over jumps lowers the free energy per column by

$$kT\ln\sum_{h=-\infty}^{\infty}e^{-|h|a/4kT}=kT\ln\coth\frac{a}{8kT}.$$

This reduces $a$ to 0.243 eV and $G^*$ to 0.446 eV, and raises the rate about twelvefold, while $Z$ changes only to 0.087. This estimate keeps the terrace square with long edges. A large terrace also rounds its corners, and its equilibrium (Wulff) shape lowers the effective $a$ further, to about 0.22 eV. For sides of four cells the estimate instead overstates the gain. There the rim grows in steps: a cell added to a flat side costs $a/2=0.13$ eV, or $5\,kT$, which $\sqrt n$ smooths away. Summing the Boltzmann weights of actual cell shapes at a cost $a/4$ per rim edge, which includes both the steps and the wandering, gives a barrier of about 0.50 eV and a rate only about twice the straight-rim value. The estimate also does not apply if $\sigma$ is already taken as a free energy that includes wandering. 
Third, the terrace need not be square. If the other 0.34 eV of the rim cost is shared equally by the four sides, the two charged ends together cost 0.85 eV and the two uncharged sides 0.17 eV. The terrace then gains by lengthening along the polarization. At fixed area, and without the logarithm, the cheapest rectangle has a rim cost of $2\sqrt{0.85\times0.17}=0.76$ eV instead of 1.02 eV. Since $G^*$ varies as the square of the rim cost, the barrier falls to about 0.28 eV. The critical terrace would then be little more than one cell wide, too narrow for the model to be trusted, but the estimate shows that a square shape can greatly overstate the barrier. The three effects were sized separately, so they should not be combined into a corrected rate.

At 358 K, with $P$, $\sigma$ and the flip barrier held fixed, $Z$ falls to 0.0745, as $T^{-1/2}$ requires. The rate nevertheless rises 78-fold, through the two activated factors, and the wait becomes about 0.02 ms. In each of the comparisons that keep a smooth rim, $Z$ changes by less than a factor of two, while the rate changes by a factor of six or more. Within this smooth model the Zeldovich factor is thus the better-determined part of the rate, and the barrier is the part that limits any prediction. The remaining figures are in the numerical output.

## Numbers as computed

```
Polarization: 20 uC/cm2
Field: 1.0 MV/cm
Temperature: 300 K; kT = 0.02585 eV
Cell edge: 0.51 nm
Effective wall energy: 40 mJ/m2
Attempt frequency: 1.0e+12 1/s
Cell-flip barrier: 0.20 eV
Flip rate per edge site: 4.367e+08 1/s
Edge coefficient a: 0.2597 eV
Field energy per cell g: 0.03312 eV
Critical size n*: 15.38 cells
Critical terrace side: 2.00 nm
Barrier G*: 0.5093 eV = 19.70 kT
Curvature G'' at n*: -1.0767e-03 eV
Zeldovich factor Z: 0.0814; 1/Z = 12.28 cells
Addition rate at n*: 6.850e+09 1/s
exp(-G*/kT): 2.780e-09
Rate per site, Zeldovich: 1.5503 1/s
Rate per site, master equation: 1.5503 1/s
Relative difference of rates: 1.9e-08
Step-variance D / beta near n*: 1.0020
Grow-out probability at n=15: 0.4278
Grow-out probability at n=16: 0.5100
Gain per added cell: 0.0822
3D test: barrier 40 kT, n* = 60, Z = 0.0343
3D correction: numeric 0.00357, 5kT/36G* 0.00347
Facet: 10 nm x 10 nm, 384 sites
Mean wait on facet: 1.678 ms
Start-up relaxation time: 3.76 ns
d ln J / d ln E: 20.201
Rate factor for 10% more field: 6.29
Relative permittivity for end charges: 30
End-charge energy at n*: 0.678 eV
Total edge cost at n*: 1.019 eV
With charge log: n* = 29.2, G* = 0.5642 eV, Z = 0.0521
With charge log: rate factor 0.106
Edge wandering: edge coefficient 0.2429 eV
Edge wandering: n* = 13.5, G* = 0.4455 eV, Z = 0.0871
Edge wandering: rate factor 11.80
At 358 K: Z = 0.0745, rate factor 78.0
At 358 K: mean wait 0.0215 ms
1 MV/cm: n*=15.38, G*=0.509 eV, Z=0.081, chain/formula=1.0000
2 MV/cm: n*=3.84, G*=0.255 eV, Z=0.230, chain/formula=1.0006
3 MV/cm: n*=1.71, G*=0.170 eV, Z=0.423, chain/formula=1.0278
Rough breakdown field: 4 MV/cm
Field / breakdown field: 0.25
```
